\section*{Step-flow oxidation of silicon that imitates Langmuir uptake, part 2}

Clean silicon is exposed to oxygen, and the oxidized fraction of its surface approaches one as a simple exponential. Does this show that molecules react at random places on the bare surface? Moving fronts can give the same curve.

Parallel straight steps divide the surface into terraces. At $t=0$ oxide starts at every step and spreads over the terrace on one fixed side at constant speed $v$, stopping at the next step. Only the first oxide layer counts, and the coverage $\theta(t)$ is the fraction of the area under it. A terrace has width $L$, with mean $w=E[L]$, where $E$ counts each terrace once, and $S(y)=P(L>y)$. With $x=vt$, the coverage of $N$ terraces is
\begin{equation}
\theta_N=\frac{\sum_{i=1}^{N}\min(L_i,x)}{\sum_{i=1}^{N}L_i}.
\label{eq:ratio}
\end{equation}
For many independent widths this tends to
\begin{equation}
\theta(t)=\frac1w\int_0^{vt}S(y)\,dy.
\label{eq:general}
\end{equation}
The slope is therefore
\begin{equation}
\frac{d\theta}{dt}=\frac vw\,S(vt).
\label{eq:slope}
\end{equation}
Steps placed independently at random give exponential widths, $S(y)=e^{-y/w}$. The fronts then obey the law of first-order Langmuir uptake,
\begin{equation}
\frac{d\theta}{dt}=k(1-\theta),
\label{eq:langmuir}
\end{equation}
with $k=v/w$. This is the imitation. If all fronts share one constant speed, only exponential widths produce it at all times. Speeds that change in time or differ from step to step can give the same curve with other widths.

For exponential widths, the bare strips that survive keep the original width distribution:
\begin{equation}
P(L-x>r\mid L>x)=\frac{S(x+r)}{S(x)}
=\frac{e^{-(x+r)/w}}{e^{-x/w}}=e^{-r/w}.
\label{eq:memory}
\end{equation}

Two entries in the numerical output belong to earlier tests. The automaton is a simulated row of sites, each the start of a terrace with a fixed probability, in which oxide spreads by one site per tick. In two-sided advance oxide spreads to both sides of each step, and $\theta_{\rm two}(t)=1-e^{-2vt/w}$.

\section*{Second half: a silicon surface and the limits of the imitation}

\textbf{Q.} Before we turn to silicon, remind me what has been established.

\textbf{A.} Terraces have widths $L$ with mean $w$ and survival function $S(y)=P(L>y)$. Oxide advances one way from each step at speed $v$. We use $u=vt/w$ for the scaled time and $q=e^{-u}$. For any width law $\theta=(1/w)\int_0^{vt}S\,dy$. For exponential widths $S(y)=e^{-y/w}$, and then
\begin{equation}
\theta=1-q=1-e^{-kt},\qquad k=\frac vw .
\label{eq:recall}
\end{equation}
Surviving bare strips keep the mean width $w$, and their number falls as $q$.

\textbf{Q.} How would I find $w$ on a wafer?

\textbf{A.} From the miscut angle $\alpha$ between the surface and the crystal plane of the terraces. Let all steps descend in the same direction and have height $h$. Over a horizontal distance $X$ the surface drops by $X\tan\alpha$. It also drops by $h$ at each of $X/w$ steps. Equating the two,
\begin{equation}
w=\frac h{\tan\alpha},\qquad k=\frac{v\tan\alpha}{h}.
\label{eq:miscut}
\end{equation}
For Si(111) with steps one bilayer high, $h=0.3136$~nm. A miscut of $0.2^\circ$ gives $w=89.8$~nm. I take $v=0.40$~nm/s as a round model value, not a measurement. Then
\begin{equation}
k=\frac{0.40}{89.8}\ \mathrm{s^{-1}}=0.00445\ \mathrm{s^{-1}},
\qquad \tau=\frac1k=224.6\ \mathrm{s}.
\end{equation}
Half the surface is covered at $\tau\ln2=155.7$~s. After $200$~s the coverage is $1-e^{-200/224.6}=0.59$.

\textbf{Q.} Could I use the miscut to tell the mechanisms apart?

\textbf{A.} Yes, if the speed and the exponential form of the width law stay fixed. At $0.1^\circ$ the time constant is $449$~s, and at $0.4^\circ$ it is $112$~s. In random uptake on terrace sites that are all alike, $k$ belongs to the site and contains no terrace width. A rate proportional to $\tan\alpha$ therefore speaks for steps. It doesn't by itself prove moving fronts, since any process with a rate proportional to the step density would share it.

\textbf{Q.} An experimenter would report a sticking probability. What would it be here?

\textbf{A.} We need the arrival rate of oxygen. Let the gas have pressure $p$, temperature $T_g$ and molecular mass $m$. Its number density is $p/(k_BT_g)$. The velocity component $c_z$ towards the surface has a Maxwell distribution, and the flux $F$ is the density times the mean of $c_z$ over positive values:
\begin{align}
F&=\frac p{k_BT_g}\sqrt{\frac m{2\pi k_BT_g}}
\int_0^\infty c_z\,e^{-mc_z^2/(2k_BT_g)}\,dc_z\nonumber\\
&=\frac p{k_BT_g}\sqrt{\frac m{2\pi k_BT_g}}\;\frac{k_BT_g}m
=\frac p{\sqrt{2\pi mk_BT_g}}.
\end{align}
For O$_2$ at $10^{-6}$~Torr and $300$~K this is $F=3.585$ molecules per nm$^2$ per second.

We also need the number $n_O$ of oxygen atoms taken up per unit area of oxide. The cubic cell of silicon, with edge $a$, holds eight atoms, and the bilayer height is $h=a/\sqrt3$. If one bilayer turns fully into SiO$_2$, each silicon atom takes two oxygen atoms:
\begin{equation}
n_O=2\,\frac8{a^3}\,h=\frac{16}{3\sqrt3\,h^2}=31.3\ \mathrm{nm^{-2}}.
\end{equation}
A first layer may contain less oxygen than SiO$_2$, so this is an upper estimate. The initial uptake is $n_Ov/w$ atoms per unit area and time, while $2F$ atoms arrive. The apparent initial sticking probability is
\begin{equation}
s_0=\frac{n_Ov}{2Fw}
=\frac{31.3\times0.40}{2\times3.585\times89.8}=0.019.
\label{eq:stick}
\end{equation}
At later times it is $s_0(1-\theta)$, as in Langmuir's law. Read in Langmuir's way, this says that a molecule hitting a bare site reacts with a probability of about two per cent. In the front model it says how much of the arriving oxygen the fronts use.

\textbf{Q.} If I put this sticking into Langmuir's equation, do I recover your curve?

\textbf{A.} Yes. The sticking was found from the first $10^{-4}\tau$ of uptake, and Langmuir's equation was integrated with it. At $50$, $200$ and $800$~s both calculations gave coverages of $0.1996$, $0.5896$ and $0.9716$.

\textbf{Q.} And if I change the pressure?

\textbf{A.} That depends on how the front speed responds. If $v=\beta p$ with $\beta$ constant, the exponent is $\beta pt/w$, and coverage depends on the exposure $pt$ alone, again as in Langmuir's law. In the example the exposure at $t=\tau$ is $2.2\times10^{-4}$~Torr\,s. If $v$ responds differently to pressure, curves taken at different pressures don't coincide when plotted against exposure.

\textbf{Q.} Then an image of the surface must decide. What should I look for?

\textbf{A.} Look at the lengths of bare surface along a line across the steps. In random filling, take a row of sites with spacing $b$, each filled independently with probability $\theta$. A bare run that has begun contains $n$ sites if $n-1$ further sites are bare and the next one is filled. Its mean number of sites is
\begin{equation}
\sum_{n=1}^\infty n(1-\theta)^{n-1}\theta
=\frac{\theta}{[1-(1-\theta)]^2}=\frac1\theta,
\end{equation}
where $\sum_{n\ge1} nz^{n-1}=1/(1-z)^2$ follows by differentiating the geometric series. The mean bare length is therefore $b/\theta$. With the row spacing of unreconstructed Si(111), $b=0.3326$~nm, and $\theta=0.632$, it is $0.53$~nm. Sites on one straight line across the steps are twice as far apart, which gives $1.05$~nm, and the $7\times7$ reconstruction of the clean surface changes the site spacing again; the length stays of the order of a nanometre. The front model predicts strips with a mean width of $89.8$~nm at the same coverage. The comparison is with independent filling; atoms that move and gather into islands after reacting would leave longer bare runs.

\textbf{Q.} An image shows a limited number of terraces. How far may its coverage stray from the law?

\textbf{A.} Split each width into its covered part $M=\min(L,x)$ and its bare part $R=L-M$, with $x=vt=uw$. The coverage of a sample of $N$ terraces differs from $\theta$ by
\begin{equation}
\theta_N-\theta=\frac{\sum_i(M_i-\theta L_i)}{\sum_iL_i}
\simeq\frac1{Nw}\sum_iD_i,
\end{equation}
where $D=M-\theta(M+R)=qM-(1-q)R$. Replacing the denominator by its mean is correct to leading order in $1/N$. Since $E[D]=0$ and the terraces are independent, the variance is $E[D^2]/(Nw^2)$.

Three averages are needed. Slicing $M^2$ as $\int_0^x2y\,\mathbf 1[L>y]\,dy$ and integrating by parts,
\begin{align}
E[M^2]&=\int_0^x2y\,e^{-y/w}dy\nonumber\\
&=-2wx\,q+2w\int_0^xe^{-y/w}dy
=2w^2(1-q-uq).
\end{align}
The bare part differs from zero with probability $q$. In that case $M=x$, and $R$ is again exponential with mean $w$ and mean square $2w^2$. Hence $E[MR]=q\,x\,w=w^2uq$ and $E[R^2]=2w^2q$. Now
\begin{align}
\frac{E[D^2]}{w^2}&=2q^2(1-q-uq)-2q(1-q)uq+2(1-q)^2q\nonumber\\
&=2q\bigl[q-q^2-uq^2-uq+uq^2+1-2q+q^2\bigr]\nonumber\\
&=2q(1-q-uq),
\end{align}
so that
\begin{equation}
\operatorname{Var}\theta_N\simeq\frac{2q(1-q-uq)}N.
\end{equation}
For $N=100$ and $u=1$ the standard deviation is $0.044$. Twenty thousand random samples of $100$ terraces gave $0.0437$. Such a sample spans about $9\ \mu$m here, so a single image of that size shows the shape of the law only roughly.

\textbf{Q.} Now to my main doubt. Real steps can't pass through each other. How can they be placed independently?

\textbf{A.} In equilibrium they aren't. A wandering step loses possible paths when a neighbour is close, which makes narrow terraces rare. The exponential law, by contrast, has its greatest density at zero width. A useful approximation for steps that cannot cross, but otherwise don't interact, is the Wigner surmise. With $s=L/w$ it assumes a density $As^2e^{-Bs^2}$. The factor $s^2$ suppresses close pairs and the Gaussian suppresses very wide terraces. Normalization and unit mean fix the constants:
\begin{equation}
\frac{A\sqrt\pi}{4B^{3/2}}=1,\qquad \frac A{2B^2}=1.
\end{equation}
The second gives $A=2B^2$. The first then becomes $\sqrt{\pi B}/2=1$, so $B=4/\pi$ and $A=32/\pi^2$.

\textbf{Q.} Does it matter for the coverage?

\textbf{A.} A great deal. At fixed $v$ and $w$, and at $t=\tau$, the Wigner widths give $\theta=0.83$, where the exponential widths give $0.63$. Equal widths would give $1$. The largest difference between the Wigner and exponential curves, on a grid of scaled times up to $u=3$, was $0.21$ near $u=1.2$. All three curves start with the slope $v/w$, because $S(0)=1$ in each case. The initial slope therefore cannot separate them, but the bend can. At $u=0.2$ the exponential widths give $\theta=0.181$ and the Wigner widths $0.200$. With one constant speed common to all fronts, the imitation needs terrace widths close to the exponential law. Randomly placed steps provide them, and evenly spaced steps don't.

\textbf{Q.} What if oxide also starts on the terraces?

\textbf{A.} Let islands appear at random at a rate $J$ per unit area and spread in all directions at speed $v$. For a bound, let imaginary islands also start on covered ground and spread across steps. They reach every point that the real islands reach, and perhaps more. An island born at time $t'$ has reached a given point by time $t$ if it began within a distance $v(t-t')$. The mean number of such islands is
\begin{equation}
\Lambda=\int_0^tJ\pi v^2(t-t')^2dt'=\frac{\pi Jv^2t^3}3.
\end{equation}
Their number has a Poisson distribution, so none has arrived with probability $e^{-\Lambda}$. The imaginary islands are independent of the step positions, and therefore
\begin{equation}
1-\theta\ge e^{-u}e^{-\Lambda}.
\end{equation}
The island factor was tested with random nuclei at $\Lambda=1$. In $100\,000$ trials the point stayed untouched in a fraction $0.3670$, against $e^{-1}=0.3679$.

For the example I assume $J=0.01\ \mu\mathrm{m}^{-2}\mathrm{s}^{-1}=10^{-8}\ \mathrm{nm^{-2}s^{-1}}$. At $t=\tau$,
\begin{equation}
\Lambda=\frac{\pi\times10^{-8}\times0.40^2\times224.6^3}3=0.019,
\end{equation}
and the coverage rises by at most $e^{-1}(1-e^{-0.019})=0.007$. A nucleation rate a hundred times larger would make $\Lambda=1.9$, and the step-flow law could no longer be relied on.

\textbf{Q.} Your fronts also need oxygen. Where does it come from when a bare strip has almost closed?

\textbf{A.} Suppose that a front uses oxygen landing on its own bare strip and nowhere else. Per unit length of step it needs $n_Ov$ atoms per second, while a strip of width $r$ receives $2Fr$. Even if every atom is used, the full speed requires
\begin{equation}
r\ge c=\frac{n_Ov}{2F}=s_0w=1.75\ \mathrm{nm}.
\end{equation}
Below this width let the speed be $vr/c$. Then $dr/dt=-vr/c$, and a strip that reaches width $c$ afterwards shrinks as $ce^{-vT/c}$, where $T$ is the time since then. With constant speed it would have been $c-vT$ and closed at $T=c/v$. The excess bare width, integrated over time, is
\begin{equation}
\int_0^\infty ce^{-vT/c}dT-\int_0^{c/v}(c-vT)\,dT
=\frac{c^2}v-\frac{c^2}{2v}=\frac{c^2}{2v}.
\end{equation}
For $s_0\ll1$ and $u\gg s_0$, strips reach width $c$ at a rate of about $(v/w)e^{-u}$ per original terrace. Multiplying by the integral and dividing by $w$, the coverage is reduced by about
\begin{equation}
\frac{s_0^2}2e^{-u}\simeq7\times10^{-5}
\end{equation}
at $u=1$. Direct integration of the front motion gave the same figure. If the fronts can use every atom that lands on their strips, starvation is negligible here because $s_0$ is small. If they can use only a fraction $\eta$ of these atoms, the critical width grows to $c/\eta$, and starvation sets in earlier. For $\eta=0.1$ the coverage at $u=1$ is already reduced by about $0.008$.

\textbf{Q.} And the wafer temperature?

\textbf{A.} It enters through the speed. Take $v\propto e^{-E_a/(k_BT)}$ with an assumed activation energy $E_a=0.50$~eV. Raising $T$ from $800$ to $805$~K multiplies $v$ by
\begin{equation}
\exp\left[\frac{E_a}{k_B}\left(\frac1{800\,\mathrm K}-\frac1{805\,\mathrm K}\right)\right]=1.046 .
\end{equation}
At the original $\tau$ the scaled time becomes $1.046$, and the coverage rises by $e^{-1}-e^{-1.046}=0.017$.

\textbf{Q.} How close is all this to real silicon?

\textbf{A.} The step height is that of a real Si(111) bilayer, and the miscut can be measured on a given wafer. The speed, nucleation rate and activation energy are assumptions. The sticking of $0.019$ is proportional to the assumed speed, so it is no test of the model. The weakest assumption is that oxide starts at steps alone: silicon oxidation can proceed by nucleation on terraces, and my small $J$ shouldn't be taken as typical. Step order is the other weak point. For steps that cannot cross but otherwise don't interact, it moves the coverage at $\tau$ from $0.63$ to about $0.83$, and repulsion between steps would raise it further. Steps may also gather into bunches, which changes both $h$ and $w$. At high temperature and low pressure oxygen can remove silicon as volatile SiO instead of leaving an oxide, and the model then doesn't apply.

\textbf{Q.} So what may I conclude from my exponential curve?

\textbf{A.} That the uptake rate was proportional to the bare fraction over the range you measured. To assign it to random reaction, you would have to exclude moving fronts, and the bare lengths in an image are the test for that. Varying the miscut is not enough. If the speed of each front is proportional to the width of its bare strip, all strips shrink by the same factor in a given time, and the curve is exponential with a rate that doesn't depend on the miscut. To assign it to fronts of one common constant speed, you would have to observe such fronts and show that the terrace widths are exponential. Fronts whose speed changes in time, or differs from step to step, can give the same curve with other widths. The numerical output below lists the main values for this example.

\section*{Calculated quantities}
\begin{verbatim}
Si(111) bilayer step height: 0.3136 nm
miscut: 0.2 degrees
mean terrace width w: 89.8 nm
front speed v (assumed): 0.40 nm/s
rate constant v/w: 0.00445 1/s
time constant w/v: 224.6 s
half-coverage time: 155.7 s
O2 pressure: 1.0e-06 Torr
gas temperature: 300 K
wafer temperature: 800 K
exposure at t = w/v: 2.246e-04 Torr s
O2 flux: 3.585 molecules/(nm^2 s)
oxygen in oxidized bilayer: 31.32 atoms/nm^2
apparent initial sticking: 0.0194
t = 50 s: coverage 0.1996, Langmuir equation 0.1996
t = 100 s: coverage 0.3594, Langmuir equation 0.3594
t = 200 s: coverage 0.5896, Langmuir equation 0.5896
t = 400 s: coverage 0.8316, Langmuir equation 0.8315
t = 800 s: coverage 0.9716, Langmuir equation 0.9716
miscut 0.1 deg: w = 179.7 nm, w/v = 449.1 s
miscut 0.2 deg: w = 89.8 nm, w/v = 224.6 s
miscut 0.4 deg: w = 44.9 nm, w/v = 112.3 s
automaton: u, coverage, strips left/terraces, strip width/w
  0.5  0.3939  0.6089  1.001
  1.0  0.6335  0.3699  0.996
  1.0  0.6355  0.3648  0.999
  2.0  0.8676  0.1332  0.993
two-sided advance, u = 0.5: simulated coverage 0.6327
coverage at t = w/v, exponential widths: 0.6321
coverage at t = w/v, Wigner widths: 0.8306
coverage at t = w/v, equal widths: 1.0000
largest Wigner gap: 0.2079 at u = 1.20
atomic row pitch: 0.3326 nm
random filling, mean bare run at t = w/v: 0.526 nm
sampling error, 100 terraces, t = w/v: formula 0.0441, simulated 0.0437
nucleation rate (assumed): 0.01 1/(um^2 s)
nucleation exponent at t = w/v: 0.0190
coverage gain by nucleation, at most: 0.0069
nucleation test, exponent 1: untouched fraction 0.3670
oxygen capture width: 1.75 nm
coverage loss by starved fronts: 6.97e-05
activation energy (assumed): 0.50 eV
speed change for +5 K: 4.61 percent
coverage change for +5 K at t = w/v: 0.0166
\end{verbatim}
